Equal Mean Electron Energy Does Not Imply Equal Ionization Rates

**What dimensions fix, and what they leave open**

Electrons of density n_e ionize a gas of density n_g at a rate per unit volume n_e n_g k. The coefficient k is the average of σv over the electrons, where σ is the ionization cross section and v the electron speed. Its unit is m³/s. Suppose the cross section has threshold energy I and magnitude σ₀, so that σ = σ₀ h(ε/I), with ε the electron energy and h a pure function that vanishes below threshold. Let the electrons have mass m and mean energy W. The available speed is √(2W/m), and the available dimensionless number is I/W. Hence

k = σ₀ √(2W/m) G(I/W).

Dimensional analysis does not say that G is the same function for all electron populations. To see what G depends on, let F(ε) dε be the fraction of electrons with energies between ε and ε + dε, and measure energy in units of the mean: x = ε/W and F(ε) = φ(x)/W. Since v = √(2W/m) √x, the average of σv gives

G(s) = ∫ₛ^∞ h(x/s) √x φ(x) dx, s = I/W.

Two populations with the same mean share the prefactor and the argument s. They need not share the shape φ, on which the integral depends. The two constraints on φ,

∫₀^∞ φ dx = 1 and ∫₀^∞ x φ dx = 1,

do not determine its part above s. Two familiar shapes give an example of the freedom this leaves.

The electrons are taken as isotropic and nonrelativistic, the atoms as at rest, and ionization as a single collision with a ground-state atom. Both distributions are prescribed; neither is derived here from the field and collisions of a particular discharge.

**Two distributions with one mean**

The Maxwell distribution, with its temperature T expressed as an energy, is

F_M(ε) = A_M √ε exp(−ε/T).

The factor √ε comes from the number of velocity states per unit energy. With t = ε/T, the normalization integral is

∫₀^∞ √ε exp(−ε/T) dε = T^(3/2) Γ(3/2) = (√π/2) T^(3/2),

so A_M = 2/(√π T^(3/2)). The mean is the ratio of two gamma integrals:

W = T Γ(5/2)/Γ(3/2) = 3T/2, hence T = 2W/3.

The Druyvesteyn distribution has the square of the energy in the exponent:

F_D(ε) = A_D √ε exp(−ε²/E²).

Here t = ε²/E² gives ε = E t^(1/2) and dε = (E/2) t^(−1/2) dt. Therefore

∫₀^∞ √ε exp(−ε²/E²) dε = (E^(3/2)/2) ∫₀^∞ t^(−1/4) e^(−t) dt = (E^(3/2)/2) Γ(3/4),

∫₀^∞ ε^(3/2) exp(−ε²/E²) dε = (E^(5/2)/2) ∫₀^∞ t^(1/4) e^(−t) dt = (E^(5/2)/2) Γ(5/4).

The first integral gives A_D = 2/(Γ(3/4) E^(3/2)). Dividing the second by the first gives

W = bE, b = Γ(5/4)/Γ(3/4) = 0.73967.

Take W = 5 eV for both. Then T = 2 × 5/3 = 3.333 eV and E = 5/0.73967 = 6.760 eV. The means are equal by construction.

**The rate coefficients**

For the cross section take a simple model with a linear rise at threshold and a 1/ε fall at high energy:

σ(ε) = σ₀ (I/ε)(1 − I/ε) for ε > I, and σ = 0 otherwise.

With y = ε/I, the derivative of 1/y − 1/y² is −1/y² + 2/y³, which vanishes at y = 2. The peak is therefore σ₀/4, at ε = 2I. The chosen parameters are I = 16 eV and a peak of 3.0 × 10⁻²⁰ m², so σ₀ = 1.2 × 10⁻¹⁹ m².

Since v = √(2ε/m), the definition of the average is

k = √(2/m) ∫_I^∞ σ(ε) √ε F(ε) dε.

One √ε comes from the speed and another from F. Their product cancels the 1/ε in the cross section, leaving σ₀ I (1 − I/ε) times the exponential.

For the Maxwell distribution put u = I/T and use the exponential integral E₁(y) = ∫_y^∞ e^(−t)/t dt. Then

∫_I^∞ (1 − I/ε) exp(−ε/T) dε = T e^(−u) − I E₁(u) = T [e^(−u) − u E₁(u)].

Multiplication by √(2/m) σ₀ I A_M gives the numerical factor √(2/m) × 2/√π = √(8/(πm)) and the energy factor I T/T^(3/2) = u√T. Thus

k_M = σ₀ √(8T/(πm)) u [e^(−u) − u E₁(u)].

For the Druyvesteyn distribution put w = I/E. The first part of the integral is a complementary error function, erfc(w) = (2/√π) ∫_w^∞ e^(−q²) dq:

∫_I^∞ exp(−ε²/E²) dε = (√π/2) E erfc(w).

In the second part, t = ε²/E² gives dε/ε = dt/(2t), so

I ∫_I^∞ exp(−ε²/E²) dε/ε = (I/2) E₁(w²) = (E/2) w E₁(w²).

Their difference is (E/2)[√π erfc(w) − w E₁(w²)]. The remaining factors are √(2/m) σ₀ I × 2/(Γ(3/4) E^(3/2)), and I E/E^(3/2) = w√E. Hence

k_D = σ₀ √(2E/m) [w/Γ(3/4)] [√π erfc(w) − w E₁(w²)].

In the example u = 16/3.333 = 4.800 and w = 16/6.760 = 2.367. Evaluating the expressions gives

k_M = 8.84 × 10⁻¹⁶ m³/s,
k_D = 3.53 × 10⁻¹⁷ m³/s,
k_M/k_D = 25.

At a gas density of 10²¹ m⁻³, an electron drawn from the Maxwell population ionizes at an average frequency n_g k of 8.8 × 10⁵ s⁻¹. For the Druyvesteyn population the frequency is 3.5 × 10⁴ s⁻¹. Equal mean energies have given rates that differ by more than an order of magnitude.

**Where the factor comes from**

Electrons below threshold contribute to W but not to k. It is therefore useful to write k as P, the fraction of electrons above I, times the mean of σv among those electrons.

For the Maxwell distribution, integration by parts gives

P_M = (2/√π) ∫ᵤ^∞ √t e^(−t) dt
= (2/√π) [√u e^(−u) + (1/2) ∫ᵤ^∞ t^(−1/2) e^(−t) dt].

With t = q², the last integral is 2∫ e^(−q²) dq from √u to infinity, which equals √π erfc(√u). Thus

P_M = erfc(√u) + 2√(u/π) e^(−u).

For the Druyvesteyn distribution, the substitution used for its normalization gives

P_D = [1/Γ(3/4)] ∫ t^(−1/4) e^(−t) dt, integrated from w² to infinity.

The values are P_M = 0.0223 and P_D = 0.00188, a ratio of 11.8. The mean σv above threshold is 3.96 × 10⁻¹⁴ m³/s for Maxwell and 1.87 × 10⁻¹⁴ m³/s for Druyvesteyn, a ratio of 2.12. The product, 11.8 × 2.12 = 25, is the rate ratio.

The second factor arises because the Maxwell tail also reaches further above threshold. Its exponential falls by a factor e over T = 3.33 eV. The logarithmic slope of exp(−ε²/E²) is −2ε/E², so at threshold the corresponding length is E²/(2I) = 6.760²/32 = 1.43 eV. In this model σv is proportional to ε^(−1/2) − I ε^(−3/2), which rises up to ε = 3I. Electrons further above threshold, up to that energy, are thus more effective. Pure exponential tails with these two lengths would give a ratio of 1.86. The full tails differ somewhat more, with mean excess energies above I of 3.60 eV and 1.28 eV, and give 2.12.

The rate can also be changed continuously at fixed mean. Let a fraction f of the electrons follow F_M and the rest F_D. The mixture has mean fW + (1 − f)W = W for every f, while its rate coefficient is f k_M + (1 − f) k_D. For f = 0.05 this is

0.05 × 8.84 × 10⁻¹⁶ + 0.95 × 3.53 × 10⁻¹⁷ = 7.8 × 10⁻¹⁷ m³/s,

which is 2.2 times k_D. A five per cent admixture more than doubles the rate without moving the mean.

**What the mean does determine**

The answer has two parts, one general and one for the two shapes used here. First, the average of a function g(ε) is determined by the mean energy, for every distribution, if and only if g(ε) = a + cε.

If g has this form, normalization gives the average a + cW at once. Conversely, suppose that the average depends on the mean alone. Put all electrons at an energy ε between 0 and L; the average is g(ε). Now put a fraction ε/L at energy L and the rest at zero. The mean is again ε, and the average is

(1 − ε/L) g(0) + (ε/L) g(L).

The two averages must agree, so g is a straight line between 0 and L. Since L is arbitrary, g is a straight line throughout. Point populations can be replaced by narrow peaks of finite width when g is continuous, so the argument does not rest on perfectly sharp energies.

The function σv is zero below I and positive somewhere above it. It is not a straight line, and no choice of gas removes this obstacle. When W < I, all electrons can even lie close to W and below threshold, which gives k = 0. For W > I, a fraction W/L at a high energy L with the rest at zero gives k = (W/L) σv(L), which tends to zero as L grows whenever σv rises more slowly than ε. The mean energy alone therefore supplies no positive lower bound on the rate. It does supply an upper one: k ≤ W max(σv/ε), which for the model is reached at ε = 5I/3 and equals 1.65 × 10⁻¹⁴ m³/s at W = 5 eV.

The second part concerns the two chosen shapes and gives a condition under which their rates must differ strongly, whatever the cross section. Divide the densities:

R = F_M/F_D = (A_M/A_D) exp(ε²/E² − ε/T).

With x = ε/W, the relations E = W/b and T = 2W/3 turn this into

R(x) = C exp(b²x² − 3x/2),

C = A_M/A_D = [Γ(3/4)/√π] (E/T)^(3/2) = 1.997.

The logarithmic derivative of R is 2b²x − 3/2. Thus R falls until x = 3/(4b²) = 1.371 and rises afterwards. Setting ln R = 0 gives a quadratic equation with roots

x = [3/2 ± √(9/4 − 4b² ln C)]/(2b²) = 0.586 and 2.155.

The Maxwell distribution has more electrons below 0.586 W and above 2.155 W, and fewer between. Because both distributions have the same normalization and the same mean, the two surpluses together contain as many electrons, and as much energy, as the deficit between them. For W = 5 eV the crossings lie at 2.9 eV and 10.8 eV, so the whole ionizing range above 16 eV belongs to the Maxwell surplus.

Now let σ be any nonnegative cross section with threshold I, for which the rates exist and k_D is positive. If I/W ≥ 1.371, then R(ε/W) ≥ R(I/W) throughout the ionizing range, and

k_M = √(2/m) ∫_I^∞ σ √ε R(ε/W) F_D dε
≥ R(I/W) √(2/m) ∫_I^∞ σ √ε F_D dε
= R(I/W) k_D.

This is the bound

k_M/k_D ≥ R(I/W) for I/W ≥ 1.371.

To guarantee a factor of ten, set R = 10 and take the larger root:

I/W = [3/2 + √(9/4 + 4b² ln(10/C))]/(2b²) = 3.57.

For I = 16 eV this means W below 4.48 eV. The main example, at 5 eV, lies outside that range. There w² − u = 5.602 − 4.800 = 0.802, and the guaranteed factor is 1.997 × e^0.802 = 4.45. The larger factor of 25 belongs to the chosen cross section.

Other cross sections show how far this matters. At W = 5 eV, numerical integration gives a ratio of 12.6 for a cross section that is constant above threshold, and 37 for one proportional to ε − I. A constant cross section confined to the first 0.01 eV above threshold gives 4.46, close to the bound. The bound cannot be improved without further information about σ: as such a window shrinks, R becomes constant across it and the rate ratio tends to R(I/W).

**Dependence on the mean energy**

For I = 16 eV and the original model cross section, the ratio and its guaranteed lower bound are:

W = 3 eV: ratio 5.5 × 10⁴, bound 3.8 × 10³
W = 4 eV: ratio 261, bound 31
W = 5 eV: ratio 25, bound 4.5
W = 6 eV: ratio 7.5, bound 1.8
W = 8 eV: ratio 2.4, bound 0.89

At 8 eV the bound is still valid but falls below one, so by itself it does not decide which rate is larger.

The steep growth at small W follows from the expansions for large argument,

E₁(y) ≈ (e^(−y)/y)(1 − 1/y + 2/y²),

√π erfc(w) ≈ (e^(−w²)/w)[1 − 1/(2w²) + 3/(4w⁴)].

In each rate the leading terms cancel. What remains is

e^(−u) − u E₁(u) ≈ (e^(−u)/u)(1 − 2/u),

√π erfc(w) − w E₁(w²) ≈ [e^(−w²)/(2w³)][1 − 5/(2w²)].

Keeping the first factor of each and dividing the rates gives

k_M/k_D ≈ 4Γ(3/4) √(T/(πE)) w² exp(w² − u) = R(I/W) × 4w⁴/u².

The last form follows from the expression for C and from w/u = T/E. Because w² grows as 1/W² and u as 1/W, the ratio increases without limit as W/I tends to zero.

At 5 eV the estimate is 4.45 × 4 × 5.602²/4.800² = 24, close to the full value of 25. The separate rates are not approximated nearly as well: their first relative corrections are −2/u = −0.42 and −5/(2w²) = −0.45. At this mean energy the two happen to be almost equal, and the full rates are 0.73 and 0.71 of their leading terms, so the errors largely cancel in the ratio. The cancellation is not general: the estimate is 6 per cent too high at 3 eV and 22 per cent too low at 8 eV.

The ordering does not persist at all mean energies. When I/W falls below 2.155, the ionizing range begins to include energies at which the Druyvesteyn distribution has more electrons. Solving k_M = k_D numerically gives equal rates at W = 14.9 eV, or 0.93 I. This value depends on the model's early peak at 2I. For σ proportional to ln(ε/I)/ε, with its peak at 2.7 I, the rates are equal at 16.9 eV and their ratio at 5 eV is 27; for σ proportional to (ε − I)/(ε + 4I)², with its peak at 6 I, the values are 25 eV and 33. For the original model at W = 32 eV the ratio is 0.87. There the band of Druyvesteyn surplus runs from 0.586 × 32 = 19 eV to 2.155 × 32 = 69 eV, entirely above threshold.

The opposite limit, W much larger than I, changes the order again. As u and w tend to zero, the products u E₁(u) and w E₁(w²) vanish, since E₁ diverges only logarithmically. The brackets become 1 and √π, so

k_M/k_D → √(8T/π) (I/T) Γ(3/4)/[√(2E) (I/E) √π]
= [2Γ(3/4)/π] √(E/T)
= (2/√π) C (T/E).

With T/E = 3.333/6.760 = 0.493, this limit is 1.11. It belongs to the model's 1/ε fall and to nonrelativistic electrons; a different high-energy cross section can change it. The limit is approached slowly: the ratio passes through one a second time near W = 198 eV and is 1.07 at 1000 eV. Equality of the rates at these two mean energies is thus a crossing of two curves, not a consequence of equal means.

**Reading a measured mean energy**

Suppose that W = 5 eV is known and the tail is not. Setting T = 2W/3 in the Maxwell formula assumes a tail as well as a mean. If the electrons in fact follow the Druyvesteyn distribution, the formula overestimates the present model's ionization rate by a factor of 25.

The same difference can be expressed as an energy. Solving for the Druyvesteyn mean that reproduces the Maxwell rate at 5 eV gives 6.9 eV. If electron losses require an ionization frequency of 8.8 × 10⁵ s⁻¹ at the stated gas density, the two shapes meet that requirement at mean energies of 5 eV and 6.9 eV. A modest difference in mean energy thus corresponds to a large difference in rate.

A rate calculation needs the distribution above threshold, weighted with σv. When W is well below I, a measurement that resolves only the bulk of the electrons may determine W well and still leave k uncertain by an order of magnitude.
